# Subthreshold swing of a double-gate film with unequal insulators

**Question.** A long, undoped, trap-free semiconductor film lies between two gates. One gate insulator is three times as thick as the other, so one gate acts on the film more strongly. Why does the device still show the ideal thermal subthreshold swing when both gates are tied together?

**Answer.** Below threshold the film holds almost no charge that can respond to the gates. If both gates rise by the same voltage \(\delta\), the potential everywhere between them can also rise by \(\delta\), with no change in any electric field. No insulator then has to take up part of the voltage change, so its thickness has nothing to act on.

## The rigid shift

Let \(x\) run across the film from its front face, \(x=0\), to its back face, \(x=t_s\). The potential \(\psi(x)\) obeys Poisson's equation through the film and both insulators,

\[
\frac{d}{dx}\left(\varepsilon\frac{d\psi}{dx}\right)=-\rho .
\]

The gates are metals. Tied to a common voltage \(V_g\), they fix \(\psi=V_g-\phi_1\) at the front gate and \(\psi=V_g-\phi_2\) at the back gate, where the constants \(\phi_1,\phi_2\) contain the work functions. The channel is long, so at a typical point along it source and drain do not affect this one-dimensional problem.

Suppose that the mobile charge, electrons and holes alike, is negligible and that \(\rho\) contains at most fixed charge. If \(\psi\) solves the problem at \(V_g\), then \(\psi+\delta\) solves it at \(V_g+\delta\): the equation contains derivatives of \(\psi\) alone, and both boundary values have risen by \(\delta\).

There is no other solution. The difference of two solutions has a constant \(\varepsilon\,d\psi/dx\) and vanishes at both gates. A nonzero constant would make it rise or fall steadily from one gate to the other, which is impossible. Hence

\[
\psi(x)=V_g+\chi(x),
\]

where \(\chi\) does not depend on \(V_g\). Unequal work functions and fixed charge tilt or bend \(\chi\), but they do not make it move with the gates.

## Where the thicknesses went

The thicknesses do decide how much each gate contributes. Let \(C_1\) and \(C_2\) be the insulator capacitances per area and \(\varepsilon_s\) the film permittivity. Define the inverse capacitances between a point \(x\) and each gate:

\[
R_1(x)=\frac1{C_1}+\frac{x}{\varepsilon_s},\qquad
R_2(x)=\frac1{C_2}+\frac{t_s-x}{\varepsilon_s}.
\]

Change the gate voltages by \(v_1\) and \(v_2\). The fixed charge does not change, so the added displacement field \(D\) is uniform, and the change \(u(x)\) in potential satisfies

\[
v_1-u=DR_1,\qquad u-v_2=DR_2 .
\]

Adding the two gives \(D=(v_1-v_2)/(R_1+R_2)\). Putting this into the second gives

\[
u(x)=g_1v_1+g_2v_2,\qquad
g_1=\frac{R_2}{R_1+R_2},\quad g_2=\frac{R_1}{R_1+R_2}.
\]

A thicker back insulator raises \(R_2\), which increases \(g_1\) and reduces \(g_2\). Their sum is one at every \(x\). With \(v_1=v_2=\delta\), we get \(D=0\) and \(u=\delta\), the rigid shift again.

## From potential to current

Measure \(\psi\) so that the non-degenerate electron density is

\[
n=n_i\exp\left(\frac{\psi-V}{v_t}\right),\qquad v_t=\frac{k_BT}{q}.
\]

Here \(n_i\) is the intrinsic density and \(V\) is the electron quasi-Fermi voltage, which runs from 0 at the source to \(V_d\) at the drain and is constant across the film thickness. The magnitude of the mobile charge per area is

\[
Q(V)=q\int_0^{t_s}n\,dx=A\exp\left(\frac{V_g-V}{v_t}\right),\qquad
A=qn_i\int_0^{t_s}e^{\chi/v_t}dx .
\]

The factor \(A\) is independent of \(V_g\).

Let \(z\) run along the channel, of length \(L\) and width \(W\), and let \(\mu\) be the mobility. Drift and diffusion together give \(I=\mu WQ\,dV/dz\). The current is the same at every \(z\), so integration over the length gives

\[
I=\mu\frac WL\int_0^{V_d}Q\,dV
=\mu\frac WLv_tAe^{V_g/v_t}\left(1-e^{-V_d/v_t}\right).
\]

A mobility that depends on the transverse field does not spoil the slope, because that field stays the same as \(V_g\) changes. At fixed \(V_d\), therefore, \(d\ln I/dV_g=1/v_t\). The swing is the gate voltage needed for a tenfold current change:

\[
S=\frac{\ln 10}{d\ln I/dV_g}=\ln(10)\,\frac{k_BT}{q}\equiv S_0 .
\]

Quantum confinement does not change this argument. Adding \(\delta\) to the potential lowers every electron level by \(q\delta\) and leaves the level spacings alone, so each non-degenerate level gains the same factor \(e^{\delta/v_t}\).

## A film with 3 nm and 9 nm insulators

Take a 10 nm film at 300 K with relative permittivity 11.7, and insulators with relative permittivity 3.9. The capacitances are \(C_1=1.151\), \(C_2=0.3837\) and \(C_s=\varepsilon_s/t_s=1.036\) µF/cm². Since \(v_t=25.852\) mV,

\[
S_0=2.3026\times25.852\ \text{mV}=59.53\ \text{mV/decade}.
\]

With equal, mid-gap work functions the film is flat and \(\psi=V_g\). For \(n_i=10^{10}\) cm⁻³ and \(V_g=0.1\) V, the source-end charge is

\[
Q_0=qn_it_se^{V_g/v_t}=7.67\times10^{-14}\ \text{C/cm}^2 .
\]

With \(\mu=300\) cm²/Vs, \(W/L=1\) and \(V_d=0.05\) V,

\[
I=300\times0.02585\times7.67\times10^{-14}\times0.855
=5.09\times10^{-13}\ \text{A}.
\]

A numerical solution of Poisson's equation that includes the mobile charge gives the same current to these digits. At 0.2 V it gives \(2.43\times10^{-11}\) A, a rise by a factor of 47.85, as expected from \(e^{0.1\,\text{V}/v_t}\).

A harder case has a back-gate boundary potential 0.2 V below the front one, \(-5\times10^{11}\) elementary charges per cm² at the back face, and \(10^{15}\) cm⁻³ ionized acceptors. With the 9 nm back insulator, the potential now varies by 89 mV across the film. At \(V_g=0.05\) V the computed tied-gate swing is 59.526 mV/decade for back insulators of 3, 9 and 15 nm, with the front insulator held at 3 nm.

## Sweeping one gate alone

If the back gate is held fixed, a change \(v_1\) at the front raises the film potential by \(g_1(x)v_1\). The logarithmic slope of \(Q\) is then the density-weighted average of \(g_1\), divided by \(v_t\). About a flat film the density is uniform. Since \(g_1\) is linear in \(x\), its average is its mid-film value:

\[
S_{\text{front}}=\frac{S_0}{g_1(t_s/2)},\qquad
S_{\text{back}}=\frac{S_0}{g_2(t_s/2)},\qquad
\frac1{S_{\text{front}}}+\frac1{S_{\text{back}}}=\frac1{S_0}.
\]

For the example,

\[
g_1(t_s/2)=\frac{1/C_2+1/(2C_s)}{1/C_1+1/C_s+1/C_2}
=\frac{2.606+0.483}{0.869+0.965+2.606}=0.696 .
\]

The front-only swing is 85.6 mV/decade and the back-only swing is 195.6 mV/decade, each evaluated at the flat point where both gates are at 0.1 V. Away from that point the film tilts and the density-weighted average shifts: with the other gate held at 0.1 V and the swept gate going from 0 to 0.3 V, the front-only swing runs from about 87 to 82 and the back-only swing from about 206 to 179 mV/decade. Here the insulators do divide a voltage change, and their thicknesses matter.

In the limit \(C_2\to0\), \(g_1\to1\) and \(g_2\to0\). The remote back gate loses its influence, the front gate alone approaches \(S_0\), and the tied swing stays at \(S_0\). This limit needs an ever longer channel, because the decay length of the source and drain fields, derived below, grows with the back-insulator thickness: about 34 nm for a 100 nm insulator and 98 nm for a 300 nm one.

## How mobile charge ends the ideal slope

The mobile electrons do respond to the gates, so \(S_0\) is a low-charge limit. Holes set a similar limit at sufficiently negative gate voltage, where they can gather in the film; they are left out below. To find the first departure, take equal work functions and no fixed charge. Let \(Q_0\) be the unperturbed charge per area at the source end, spread uniformly over the film. Its density is \(\rho=-Q_0/t_s\), and it changes the potential by \(\eta(x)\), where

\[
\varepsilon_s\eta''=\frac{Q_0}{t_s},\qquad
\varepsilon_s\eta'(0)=C_1\eta(0),\qquad
\varepsilon_s\eta'(t_s)=-C_2\eta(t_s).
\]

The boundary conditions state that displacement is continuous and that \(\eta=0\) at the gates. Write

\[
\eta=a+bx+\frac{Q_0x^2}{2\varepsilon_st_s}.
\]

The first condition gives \(\varepsilon_sb=C_1a\). The second becomes

\[
C_1a+Q_0=-C_2\left(a+\frac{C_1a}{C_s}+\frac{Q_0}{2C_s}\right).
\]

Collecting the terms in \(a\),

\[
a=-Q_0\,\frac{1+C_2/(2C_s)}{C_1+C_2+C_1C_2/C_s}.
\]

The film average is \(\bar\eta=a+bt_s/2+Q_0/(6C_s)\), and \(bt_s/2=aC_1/(2C_s)\). Thus \(\bar\eta=-Q_0R\), with

\[
R=\frac{[1+C_1/(2C_s)][1+C_2/(2C_s)]}{C_1+C_2+C_1C_2/C_s}-\frac1{6C_s}.
\]

At quasi-Fermi voltage \(V\) the unperturbed charge is \(Q_0e^{-V/v_t}\). Expanding the Boltzmann factor to first order in \(\eta/v_t\),

\[
Q(V)\simeq Q_0e^{-V/v_t}-\frac{Q_0^2R}{v_t}e^{-2V/v_t}.
\]

Set \(e_d=e^{-V_d/v_t}\). Integrating from 0 to \(V_d\), and using \(1-e_d^2=(1-e_d)(1+e_d)\),

\[
\int_0^{V_d}Q\,dV\simeq v_tQ_0(1-e_d)(1-y),\qquad
y=\frac{Q_0R}{2v_t}(1+e_d).
\]

Both \(Q_0\) and \(y\) grow as \(e^{V_g/v_t}\), so to first order \(d\ln I/dV_g=(1-y)/v_t\). Therefore \(S\simeq S_0(1+y)\). The thicknesses enter here, through \(R\), because a changing charge requires changing fields.

At \(V_g=0.25\) V, \(Q_0=2.538\times10^{-5}\) µC/cm² and \(R=0.7792\) cm²/µF, so

\[
y=\frac{2.538\times10^{-5}\times0.7792}{2\times0.025852}\times1.145
=4.38\times10^{-4}.
\]

The numerical solution gives the same excess of \(4.38\times10^{-4}\) relative to \(S_0\). At 0.3 V the formula and the numerical solution still agree, both giving 59.7 mV/decade. At higher gate voltage the first-order formula no longer suffices: it would give 68 and about 470 mV/decade at 0.4 and 0.5 V, where the numerical swing is 66.7 and 137 mV/decade.

## Traps and channel length

Interface traps are another charge that follows the potential. Let traps at the front face add a charge \(-C_{it}\,\delta\psi_1\) per area when the potential there rises by \(\delta\psi_1\). For a common gate step \(\delta\), charge balance at the two faces reads

\[
C_1(\delta-\delta\psi_1)+C_s(\delta\psi_2-\delta\psi_1)=C_{it}\delta\psi_1,
\]
\[
C_2(\delta-\delta\psi_2)=C_s(\delta\psi_2-\delta\psi_1).
\]

The second equation gives

\[
\delta\psi_2=\frac{C_2\delta+C_s\delta\psi_1}{C_2+C_s},\qquad
\delta\psi_2-\delta\psi_1=\frac{C_2(\delta-\delta\psi_1)}{C_2+C_s}.
\]

Inserting this difference into the first,

\[
\frac{\delta\psi_1}{\delta}=\frac{Y}{Y+C_{it}},\qquad
Y=C_1+\frac{C_sC_2}{C_s+C_2}.
\]

A density of \(10^{12}\) traps per eV and cm² gives \(C_{it}=0.160\) µF/cm². With \(Y=1.431\) µF/cm², the front and back potentials follow the gates with slopes 0.899 and 0.927. About a flat film with neutral traps, the mean slope 0.913 sets the swing of the source-end charge: \(59.53/0.913=65.2\) mV/decade.

Source and drain spoil the shift differently: they are electrodes that do not move with the gates. A disturbance from the ends satisfies Laplace's equation, vanishes at both gates and decays along the channel as \(e^{-kz}\). Its transverse shape is \(\sin(ky)\) in each insulator, with \(y\) measured from the gate, and \(\cos(kx-\alpha)\) in the film. Write \(t_1,t_2\) for the insulator thicknesses and \(r\) for the insulator-to-film permittivity ratio. Continuity of potential and displacement requires \(\tan\alpha=r\cot kt_1\) at the front face and \(\tan(kt_s-\alpha)=r\cot kt_2\) at the back. For the slowest-decaying mode,

\[
kt_s=\arctan(r\cot kt_1)+\arctan(r\cot kt_2).
\]

The example gives \(1/k=9.6\) nm. With the ends idealised as electrodes covering the whole stack, the largest loss of \(d\psi/dV_g\) in the film at mid-channel is 0.28 for a 40 nm channel and 0.0125 for 100 nm. It is negligible at 1000 nm. The ends can disturb the potential by several tenths of a volt, and this falls to about \(v_t\) within roughly three decay lengths, so the disturbed regions occupy several per cent of that channel. The long-channel current is the leading term when that fraction is small. The disturbed regions also change length with \(V_g\). For n\(^+\) ends 0.56 V above mid-gap and \(V_g=0.1\) V, they raise the 1000 nm current by about 7% and its swing to about 59.59 mV/decade, and the 100 nm swing to about 61.3 mV/decade, more than the mid-channel loss alone would give.

## Beside real silicon films

The parameters are rough values in the regime of a silicon film with silica insulators. Strongly scaled fin transistors have much shorter channels and thinner equivalent insulators, so this example is closer to a long test device. Channel length is the assumption that scaled devices break most directly. If the mid-channel barrier controls the current, the 40 nm loss above would raise the swing to roughly \(59.5/(1-0.28)\approx83\) mV/decade. The trap density used above is high for a good silicon–silica interface, so its 5.7 mV/decade penalty is a pessimistic case. Operation at 358 K raises the ideal swing itself to 71.0 mV/decade. Other estimates are small here: the degeneracy correction is about \(10^{-5}\) at 0.3 V, and tunnelling through the 3 nm insulator at a 10 nm by 1000 nm drain overlap is roughly \(10^{-20}\) to \(10^{-16}\) A for tunnelling masses from 0.5 down to 0.3 electron masses, depending also on the assumed barrier shape, against \(5\times10^{-13}\) A of channel current at 0.1 V. The insulator field there is roughly 2 MV/cm, well below a rough breakdown field of 10 MV/cm. Defect-assisted junction leakage is not modelled; where it exceeds the channel current, the measured slope no longer reveals the gate control described here. The numerical output lists the remaining estimates.

## Table of computed values

```
Temperature: 300 K; thermal voltage: 25.852 mV
Ideal swing S0: 59.526 mV/decade
Film, front, back thickness: 10, 3, 9 nm
Relative permittivity film, insulator: 11.7, 3.9
Intrinsic density: 1.0e+10 cm^-3
Mobility: 300 cm2/Vs; W/L: 1; drain: 0.05 V
C1, C2, Cs: 1.1510, 0.3837, 1.0359 uF/cm2
Front-gate weight at front, middle, back of film: 0.8043, 0.6957, 0.5870
Back-gate weight at front, middle, back of film: 0.1957, 0.3043, 0.4130
Swing, front gate only: 85.57 mV/decade
Swing, back gate only: 195.59 mV/decade
Tilted case: work-function offset 0.2 V, interface charge -5.0e+11 e/cm2, acceptors 1.0e+15 cm^-3
Tilted case, potential spread in film: 88.9 mV
Tilted case, tied swing at 0.05 V, back insulator 3 nm: 59.526 mV/decade
Tilted case, tied swing at 0.05 V, back insulator 9 nm: 59.526 mV/decade
Tilted case, tied swing at 0.05 V, back insulator 15 nm: 59.526 mV/decade
Equal work functions, tied, Vg 0.1 V: current 5.087e-13 A, swing 59.527 mV/decade
Equal work functions, tied, Vg 0.2 V: current 2.434e-11 A, swing 59.530 mV/decade
Equal work functions, tied, Vg 0.3 V: current 1.161e-09 A, swing 59.706 mV/decade
Equal work functions, tied, Vg 0.4 V: current 4.925e-08 A, swing 66.695 mV/decade
Equal work functions, tied, Vg 0.5 V: current 6.507e-07 A, swing 137.414 mV/decade
Mean potential drop per charge R: 0.7792 cm2/uF
Flat-film charge at 0.25 V: 2.538e-05 uC/cm2
Relative swing excess at 0.25 V, formula: 4.378e-04
Relative swing excess at 0.25 V, solved: 4.376e-04
Trap density: 1.0e+12 /(eV cm2); capacitance 0.1602 uF/cm2
Trap case, surface slopes front, back: 0.8993, 0.9265
Trap case, charge swing formula, solved: 65.204, 65.205 mV/decade
Source/drain decay length: 9.603 nm
Lost gate control at mid-channel, length 40 nm: 2.80e-01
Lost gate control at mid-channel, length 100 nm: 1.25e-02
Lost gate control at mid-channel, length 1000 nm: 5.57e-23
Quantum charge swing, work-function offset only: 59.526 mV/decade
Confinement energies, heavy and light normal mass: 4.09, 19.79 meV
Relative degeneracy correction at 0.3 V: 1.4e-05
Relative hole effect on swing at zero potential: 4.8e-08
Relative hole effect, tilted case at Vg=0, upper estimate: 3.3e-05
Potential shift from residual acceptors: 0.125 mV
Insulator field from work-function offset: 0.130 MV/cm
Drain-overlap potential difference at Vg=0: 0.61 V
Drain-overlap insulator field bound: 2.03 MV/cm
Front-insulator tunnelling probability: 2.4e-17
Drain-overlap leakage estimate, 10 nm x 1000 nm: 1.0e-19 A
Ideal swing at 358 K: 71.03 mV/decade
```
